# Choosing the Verlet Time Step for Planar Ion Channelling

## A harmonic channel

The setting discussed here is the time step $h$ with which velocity Verlet moves classical nuclei. The question is how to choose it when a fast ion oscillates between atomic planes, and how to tell an ion that scattering has driven out of the channel from one whose energy is wrong because $h$ is too large.

Let $x$ be the distance from the channel centre, $p$ the transverse momentum and $m$ the ion mass. Take first the potential energy $U=kx^2/2$, with force $F=-kx$ and $\omega^2=k/m$. One Verlet step is

$$p_{1/2}=p_0+\tfrac h2F_0,\qquad x_1=x_0+\frac{h p_{1/2}}m,\qquad p_1=p_{1/2}+\tfrac h2F_1 .$$

Since $p_0=p_{1/2}+hkx_0/2$ and $p_1=p_{1/2}-hkx_1/2$, squaring and subtracting gives

$$p_1^2-p_0^2=-hk\,p_{1/2}(x_1+x_0)+\frac{h^2k^2}{4}(x_1^2-x_0^2).$$

The position update says $hp_{1/2}=m(x_1-x_0)$, so the first term is $-mk(x_1^2-x_0^2)$. Dividing by $2m$ and collecting terms with equal index shows that

$$Q=\frac{p^2}{2m}+\frac{kx^2}{2}\left(1-\frac{h^2\omega^2}{4}\right)$$

is the same before and after the step. For $h\omega<2$ both coefficients are positive and the motion is bounded. The transverse energy $E=p^2/2m+U$ equals $Q+(h^2\omega^2/4)U$: it rises and falls with $U$ but does not drift.

Now let a collision change $p$ by $\Delta p$ at fixed $x$. It does work

$$W=\frac{(p+\Delta p)^2-p^2}{2m}=\frac{2p\Delta p+\Delta p^2}{2m},$$

and both $E$ and $Q$ jump by $W$. After many steps and kicks,

$$E_n-E_0-\sum W=\frac{h^2\omega^2}{4}(U_n-U_0).$$

The left side separates physical work from integration error. Here the error depends on the end points alone. A real channel is not harmonic, and this must be reconsidered.

## The potential and the scattering

Assume a nonrelativistic ion at small angle to the planes, with constant longitudinal speed $v$. Depth is $z=vt$ and a time step covers $\Delta z=vh$. Write $e'^2=e^2/(4\pi\varepsilon_0)$. An ion of charge number $Z_1$ and an atom of atomic number $Z_2$ interact through $Z_1Z_2e'^2e^{-r/a}/r$, with screening length $a$.

The continuum approximation spreads the $n_s$ atoms per unit area uniformly over each plane. With $r^2=\rho^2+x^2$ and $\rho\,d\rho=r\,dr$, a plane at distance $|x|$ contributes

$$n_sZ_1Z_2e'^2\int_{|x|}^{\infty}2\pi e^{-r/a}dr=2\pi n_sZ_1Z_2e'^2a\,e^{-|x|/a}.$$

The planes lie at $\pm(j+\frac12)d$, $j=0,1,\ldots$. Their exponentials form a geometric series,

$$2\cosh\frac xa\,\frac{e^{-d/2a}}{1-e^{-d/a}}=\frac{\cosh(x/a)}{\sinh(d/2a)} .$$

Setting the energy to zero at the centre gives

$$U=u_0\left(\cosh\frac xa-1\right),\qquad u_0=\frac{2\pi n_sZ_1Z_2e'^2a}{\sinh(d/2a)} .$$

Between the planes Poisson's equation reads $U''=4\pi Z_1e'^2n_e$, so the electron density is $n_e=n_0\cosh(x/a)$ with $n_0=u_0/(4\pi Z_1e'^2a^2)$. Its integral across the channel is $2an_0\sinh(d/2a)=n_sZ_2$, the required number of electrons per unit area.

An electron at impact parameter $b$ gives the passing ion the impulse

$$q=\frac{Z_1e'^2}{bv}\int_{-\infty}^{\infty}\frac{ds}{(1+s^2)^{3/2}}=\frac{2Z_1e'^2}{bv}.$$

Its $x$ component is $q\cos\phi$, and $\int_0^{2\pi}\cos^2\phi\,d\phi=\pi$. The momentum variance gained per unit depth is therefore

$$s(x)=n_e\int b\,db\,\pi q^2=\frac{4\pi n_eZ_1^2e'^4\Lambda}{v^2},\qquad \Lambda=\ln\frac{a\,m_ev}{\hbar}.$$

The logarithm comes from $\int db/b$ between $\hbar/(m_ev)$ and $a$. These cutoffs define a local-scattering model; they are not a full theory of the electronic response.

After each Verlet step the algorithm adds a Gaussian kick of zero mean and variance $s(x)\Delta z$. The term $p\Delta p/m$ in $W$ then averages to zero, and the mean heating per unit depth is $s/(2m)$. Gaussian kicks keep the mean and variance of the scattering, but do not represent rare hard collisions individually.

An ion counts as dechannelled when its transverse energy reaches $E_c=U(d/2-a)$. This threshold is a convention of the model. It keeps the tracked motion away from the cusp of the potential at a plane, where the expansions below would fail.

## The integration error in a general channel

For any smooth $U$, put $\delta=x_1-x_0=hp_{1/2}/m$. The two half kicks give

$$\frac{p_1^2-p_0^2}{2m}=\frac{\delta(F_0+F_1)}2+\frac{h^2(F_1^2-F_0^2)}{8m}.$$

Adding $U_1-U_0$ and using $F=-U'$, the energy error of one step is

$$E_1-E_0=\frac{h^2(F_1^2-F_0^2)}{8m}+\left[U_1-U_0-\frac{\delta(U_0'+U_1')}{2}\right].$$

The bracket is the error of the trapezoidal rule for $\int U'dx$. Expand about the midpoint of the step: $U_1-U_0=U'\delta+U'''\delta^3/24+O(\delta^5)$, while the trapezoid gives $U'\delta+U'''\delta^3/8+O(\delta^5)$. The bracket is thus $-U'''\delta^3/12$ to leading order. It vanishes in a harmonic channel.

Because $\delta=hp_{1/2}/m$, this term is $-(h^2/12)\,h\,(p/m)^3U'''$ at the midpoint. Along the motion $\dot x=p/m$ and $\dot p=-U'$, so

$$\frac{d}{dt}\left(\frac{p^2U''}{m^2}\right)=\frac{p^3U'''}{m^3}-\frac{2pU'U''}{m^2},\qquad \frac{d}{dt}\left(\frac{U'^2}{m}\right)=\frac{2pU'U''}{m^2}.$$

Adding these shows that $p^3U'''/m^3$ is the time derivative of $p^2U''/m^2+U'^2/m$. The coefficient of $U'^2/m$ in the energy error becomes $\frac18-\frac1{12}=\frac1{24}$, and

$$E_1-E_0=-h^2(G_1-G_0)+O(h^5),\qquad G=\frac{p^2U''}{12m^2}-\frac{U'^2}{24m}.$$

Over a fixed time there are of order $1/h$ steps, so $E+h^2G$ is conserved up to $O(h^4)$.

Reversibility explains why higher orders need not produce a drift either. To any chosen order in $h$, the Verlet map follows a slightly modified differential equation. Reversing $p$ reverses the map, and the modified equation inherits this symmetry. An orbit that leaves one turning point with $p=0$ and reaches the other with $p=0$ returns along its mirror image and closes, so $E$ is periodic along it. This argument needs a smooth potential and a resolved step, and it covers the truncated equation, not arbitrary $h$ for unlimited time.

## What kicks do to the error

A kick leaves $U'$ and $U''$ unchanged, so

$$\Delta G=\frac{U''}{12m^2}(2p\Delta p+\Delta p^2)=\frac{U''W}{6m}.$$

Define the residual $R_n$ by $E_n=E_0+\sum W_k+R_n$. Only Verlet steps contribute to it. Their total change of $G$ is $G_n-G_0$ minus the jumps at the kicks, and hence

$$R_n=-h^2(G_n-G_0)+\sum_k\frac{h^2U''(x_k)}{6m}W_k+O(h^4)$$

over a fixed time.

In the harmonic case $U''=k$ and, to leading order, $\sum W=E_n-E_0$. The second term then cancels the kinetic part of the first and leaves $h^2\omega^2(U_n-U_0)/4$, as found at the start. When $U''$ varies across the channel, the sum weights work done at different positions differently. It no longer reduces to end-point values in general, and may grow with depth. That is why $R$ should be monitored even with an integrator that does not drift without kicks.

## A rule for deciding

Keep the physical ledger $B_n=E_0+\sum W_k$ alongside $E_n$, and choose a limit for $|R_n|=|E_n-B_n|$ that is small compared with $E_c$.

1. If $B_n\ge E_c$ and $|R_n|$ is within the limit, accept the event as dechannelling within the model. This is a convention: $E_n$ may still lie below $E_c$, but by no more than the limit.
2. If $E_n\ge E_c>B_n$ and $|R_n|$ is within the limit, the recorded work does not account for the crossing. Continue the trajectory.
3. If $|R_n|$ exceeds the limit, give no verdict and reduce $h$. The kicks depend on $x$, so a wrong path also makes the ledger unreliable.

These verdicts concern the computed path and the kicks it received. A small $R$ does not guarantee a correct oscillation phase, and a phase error changes the work $p\Delta p/m$ of later kicks. The ledger therefore need not equal the energy that the same ion would have had with exact integration, even when $R$ is small. The practical test of convergence is therefore statistical: the ensemble must be repeated at half the step, and its dechannelling depths compared.

For a first choice of $h$, consider an unkicked ion starting at the centre with energy $E$. There $G=EU''(0)/(6m)$. Along the orbit $G$ is smallest at the turning point $x_t$, where its positive term vanishes and $U'^2$ is largest. The largest rise of the computed energy is therefore, to leading order,

$$\delta E=h^2\left[\frac{U'(x_t)^2}{24m}+\frac{E\,U''(0)}{6m}\right].$$

Choose $h$ so that $\delta E$ at $E\approx E_c$ is well below the energy difference that matters. The condition $h\omega<2$ ensures bounded motion in the harmonic case, not accuracy.

If the forces come from an electronic-structure calculation, they may contain an error $\delta F$ relative to minus the gradient of the reported energy. The one-step identity then gains the term $\delta(\delta F_0+\delta F_1)/2$, where the prefactor $\delta$ is the displacement. If $\delta F$ is a fixed function of position, the sum along a path tends to the work of the force error as $h\to0$. Halving the step does not remove it; the forces themselves must be improved. If instead $\delta F$ is random and independent from one evaluation to the next, with variance $\sigma^2$, each evaluation acts as a kick of variance $h^2\sigma^2$. The mean heating per depth is then $\Delta z\,\sigma^2/(2mv^2)$, which halves with the step.

## Two reference depths

**Forward Euler.** The update $x_1=x_0+hp_0/m$, $p_1=p_0+hF_0$ changes the energy by

$$\Delta E=\frac{2hp_0F_0+h^2F_0^2}{2m}+\frac{hp_0U_0'}m+\frac{h^2p_0^2U_0''}{2m^2}+O(h^3).$$

The terms linear in $h$ cancel. On a closed orbit the average of $d(pU')/dt=-U'^2+p^2U''/m$ is zero, so $\langle p^2U''\rangle/m=\langle F^2\rangle$. The two quadratic terms are then equal on average. Dividing by $\Delta z=vh$ gives

$$\frac{dE}{dz}=\frac{\Delta z\,\langle F^2\rangle}{mv^2},\qquad z_{\rm false}=\frac{mv^2}{\Delta z}\int_{E_0}^{E_c}\frac{dE}{\langle F^2\rangle}.$$

This heating needs no scattering, and the false depth doubles when the step is halved.

**Physical scattering.** Suppose $E$ changes little during one oscillation. Averaged over an orbit, its mean gain per depth is $\langle s\rangle/2m$, and its variance per depth is $\langle sp^2\rangle/m^2$. Let $\tau(E)$ be the mean further depth before $E_c$ is reached. Advancing by $dz$ uses up $dz$ of that depth, so expanding $\tau$ to second order in the energy change gives

$$\frac{\langle s\rangle}{2m}\tau'+\frac{\langle sp^2\rangle}{2m^2}\tau''=-1 .$$

Define $J=\oint p\,dx$, $K=\oint sp\,dx$ and the period $T=\oint m\,dx/p$. At fixed $x$, $\partial p/\partial E=m/p$, and $p$ vanishes at the turning points, so $J'=T$ and $K'=T\langle s\rangle$. Also $T\langle sp^2\rangle=mK$. Multiplying the equation by $2mT$ yields

$$(K\tau')'=-2mT=-2mJ' .$$

Both $K$ and $J$ vanish at $E=0$, where $\tau'$ must be finite. Hence $K\tau'=-2mJ$, and with $\tau(E_c)=0$,

$$\tau(E_0)=2m\int_{E_0}^{E_c}\frac{J(E)}{K(E)}\,dE .$$

No integration step enters. For uniform $s$ one has $K=sJ$, and the result is the energy to be gained divided by the heating rate $s/2m$.

## A worked case

The model has round parameters and stands for no particular material: 10 MeV protons, $Z_2=20$, $d=0.2$ nm, $a=0.02$ nm and $n_s=10$ nm$^{-2}$. The ions enter parallel to the planes at $x=0.04$ nm. Then $u_0=0.4877$ eV, $E_0=1.347$ eV and $E_c=12.83$ eV, or $2.056\times10^{-18}$ J.

**An ion just below threshold.** Start an unkicked ion at the centre with $E=12.781$ eV, which is 0.05 eV below $E_c$. For $\Delta z=10$ nm,

$$\frac{h^2}{ma^2}=\frac{(\Delta z/a)^2}{mv^2}=\frac{500^2}{2\times10^7\ \mathrm{eV}}=0.0125\ \mathrm{eV}^{-1}.$$

At the turning point $a^2U'^2=u_0^2\sinh^2(x_t/a)=E^2+2Eu_0=175.8$ eV$^2$, and $a^2U''(0)=u_0$. The predicted rise is

$$\delta E=0.0125\left(\frac{175.8}{24}+\frac{12.781\times0.4877}{6}\right)\mathrm{eV}=0.105\ \mathrm{eV}.$$

The computed rise is 0.108 eV, enough to carry $E$ over the threshold although no work has been done. At 5 nm it is 0.026 eV and the crossing disappears. Setting $0.105(\Delta z/10\,\mathrm{nm})^2=0.05$ places the change near 6.9 nm. Between 5 and 2.5 nm the error of $E$ falls with order 2.01 and that of $E+h^2G$ with order 4.01. Over 200 µm at 10 nm, the mean energies of the first and last tenths differ by about $5\times10^{-5}$ eV, far less than the oscillation.

**False and physical depths.** Unkicked Euler motion crosses at 24.1 µm for a step of 0.5 nm and at 48.2 µm for 0.25 nm, in agreement with the integral for $z_{\rm false}$. The orbit-averaged formula puts the physical mean depth at 40.0 µm, between these two. A plausible depth is thus no evidence of physical dechannelling. What must be checked is that the depth stays the same when the step is halved, and that the ledger accounts for the energy gained.

Kicked Verlet ensembles of 3000 ions give $40.2\pm0.6$ µm at 10 nm and $40.1\pm0.6$ µm at 5 nm, where the uncertainties are standard errors. This agreement does not show second-order convergence. The threshold is watched only at the kicks, which delays the first crossing roughly as $\sqrt{\Delta z}$: by about 0.5 µm at 10 nm and 0.35 µm at 5 nm. Halving the step exposes only about 0.15 µm of this bias, too little to be seen with 3000 ions. If the central heating rate of 0.0888 eV/µm applied everywhere, the depth would be $(12.83-1.35)/0.0888\approx129$ µm. The electron density rising towards the planes shortens it by a factor of about 3.2.

Orbit averaging is approximate here. Over one oscillation, of length $vT$, the energy variance is $vT\langle sp^2\rangle/m^2=vK/m$. To estimate $K$ at $E_c$, put $w=\sinh(x/a)$, so that $\cosh(x/a)\,dx=a\,dw$, and take $U\approx u_0w$, which is adequate over most of the range because $E_c\gg u_0$. Then

$$K\approx4s(0)a\int_0^{E_c/u_0}\sqrt{2m(E_c-u_0w)}\,dw=\frac{8s(0)a\sqrt{2m}\,E_c^{3/2}}{3u_0}.$$

With $s(0)/2m=0.0888$ eV/µm and $mv^2/2=10^7$ eV, the variance is

$$\frac{vK}{m}\approx\frac{32}{3}\,\frac{s(0)}{2m}\,a\sqrt{\frac{mv^2}{2}}\,\frac{E_c^{3/2}}{u_0}\approx5.6\ \mathrm{eV}^2 .$$

Without the approximation for $U$ the integral gives 5.95 eV$^2$. The spread over one oscillation near threshold is thus about 2.4 eV, roughly a fifth of $E_c$. Stronger scattering would call for the full trajectories.

**Reading the residual.** The limit on $|R|$ was set at 5% of $E_c$, or 0.64 eV, and checked at the moment of crossing. All ions satisfied it. The root-mean-square residual fell from 0.060 to 0.014 eV on halving the step. Yet 14.6% of the ions at 10 nm, and 5.4% at 5 nm, had $E_n\ge E_c$ at some point while $B_n$ was still below it. A test on $E_n$ alone would have stopped them before the recorded work had brought them to the threshold. The effect on the mean depth is small here: on the same paths at 10 nm it is about 0.1 µm, well inside the standard error.

In a separate 20 µm run at 5 nm, the root-mean-square residual was 0.0085 eV. Using the end-point term alone left 0.0125 eV unexplained, which is worse than predicting zero. Including the kick term left 0.00005 eV. The two terms therefore partly cancel on average, as they do in the harmonic channel, and neither should be used without the other.

**What the step cannot repair.** The Gaussian kicks are themselves an idealisation. Here $2Z_1e'^2/(\hbar v)=0.10$, so the classical impulse does not describe single collisions. The same variance arises from momentum transfers between $\hbar/a$ and $m_ev$. These occur only about 0.008 times per 10 nm at the centre, and the largest is about half the transverse momentum at threshold. Discrete collisions of this kind, with unchanged variance, overshoot $E_c$ by about 1.2 eV instead of 0.3 eV and lengthen the mean depth to $42.9\pm0.5$ µm. The model also omits thermal scattering by nuclei and the slowing of the ion. A rough stopping estimate, with the mean electron density and a logarithm of 5, gives a loss of 4.8% of the beam energy over the mean depth. The constant-speed assumption is therefore tolerable here but would fail over much longer paths. Converging the time step establishes the answer of this model; it does not supply the missing physics. The full set of values is in the numerical output below.

## Table of computed values

```
Proton energy: 10.0 MeV; atomic number Z2: 20
Plane spacing: 0.200 nm; screening length: 0.020 nm
Areal atom density: 10.0 nm^-2
Entry position: 0.040 nm; critical position: 0.080 nm
Longitudinal speed: 4.37695e+07 m/s
Potential scale u0: 0.48772 eV; plane barrier: 35.7058 eV
Entry transverse energy: 1.3472 eV
Critical transverse energy: 12.8310 eV = 2.0558e-18 J
Critical angle at centre: 1.1327 mrad
Central electron density: 67.383 nm^-3
Local Coulomb logarithm: 2.0231 (dimensionless)
Central heating rate: 0.08880 eV/um
Small-amplitude wavelength: 804.71 nm
Local phase step at critical position, 10 nm: 0.4080 rad
Unkicked start energy: 12.7810 eV; depth: 200 um
Verlet 10.0 nm: peak E 12.88863 eV; raw error 0.107630 eV; corrected error 0.002241 eV
Verlet 5.0 nm: peak E 12.80733 eV; raw error 0.026324 eV; corrected error 0.000137 eV
Verlet 2.5 nm: peak E 12.78755 eV; raw error 0.006546 eV; corrected error 0.000009 eV
Observed error orders: raw 2.008, corrected 4.008
Late minus early mean E, 10 nm: -5.480e-05 eV
Euler 0.50 nm: false depth 24.069 um; predicted 24.094 um
Euler 0.25 nm: false depth 48.197 um; predicted 48.188 um
Euler depth ratio on halving step: 2.0025
Euler 10 nm false depth: 1.260 um
Ledger 5.0 nm: rms R 0.008535 eV; unexplained without kick term 0.012539 eV; with it 0.000048 eV
Ledger 2.5 nm: rms R 0.002228 eV; unexplained without kick term 0.003183 eV; with it 0.000003 eV
Ions per production ensemble: 3000
Accepted residual limit: 0.6416 eV
Orbit-averaged mean dechannelling depth: 40.003 um
Kicked Verlet 10.0 nm: mean depth 40.157 um; standard error 0.603 um
  rms R 0.06013 eV; within limit 100.00 %; raw crossing early 14.63 %
Kicked Verlet 5.0 nm: mean depth 40.128 um; standard error 0.606 um
  rms R 0.01425 eV; within limit 100.00 %; raw crossing early 5.43 %
Verlet depth ratio on halving step: 0.9993
Stopping estimate: logarithm 5.0; loss 4.78 % of beam energy over mean depth
```
